# The Dember photovoltage and its vanishing for equal mobilities

## Result

A semiconductor slab occupies $0<x<L$, is lit through the face $x=0$, and carries no net current. Electrons and holes are created in pairs near the lit face and spread inward. If one species diffuses faster, a small charge separation builds up until its field holds the two flows together. The resulting potential difference is the Dember photovoltage.

**Theorem.** Under assumptions A1–A4 below, with electron and hole mobilities $\mu_n,\mu_p$ and densities $n,p$:

(a) If the slab is also locally neutral (A5), the potential of the lit face relative to the back face is

$$V\equiv\phi(0)-\phi(L)=T\,\frac{\mu_n-\mu_p}{\mu_n+\mu_p}\,\ln\frac{\sigma(0)}{\sigma(L)},\qquad \sigma=\mu_n n+\mu_p p. \tag{1}$$

(b) If $\mu_n=\mu_p$, the field is zero throughout the slab and $V=0$, whether or not neutrality is assumed.

Atomic units are used in the algebra: the elementary charge is 1, $T$ stands for $k_BT$, and $\varepsilon=\varepsilon_r/4\pi$. In ordinary units the prefactor $T$ becomes $k_BT/e$. Primes denote $d/dx$, and $E=-\phi'$.

**Assumptions.**

- A1. The state is steady and one-dimensional, and the total current is zero.
- A2. Temperature, mobilities and the net donor density $N$ are uniform. The charge on bound states does not change under light.
- A3. The carriers are nondegenerate.
- A4. The faces carry no charge and there is no external field, so $E(0)=E(L)=0$ just inside the slab.
- A5, for part (a) only. The profile varies slowly on the screening scale, so that $p-n+N$ is negligible. Then $n=n_0+\Delta$ and $p=p_0+\Delta$, with dark densities $n_0,p_0$ and a common excess $\Delta(x)$.

## Lemma 1: currents and the Einstein relation

The electric currents of the two species are

$$J_n=\mu_n nE+D_n n',\qquad J_p=\mu_p pE-D_p p'. \tag{2}$$

Both species drift so as to carry current along $E$. Diffusion moves particles down their density gradient, and the negative charge of the electron reverses the sign of its diffusion current.

**Lemma 1.** $D_n=\mu_nT$ and $D_p=\mu_pT$. Under A1, $J_n+J_p=0$ at every $x$.

*Proof.* In equilibrium each current vanishes. Nondegenerate electrons have $n\propto e^{\phi/T}$, so $n'=n\phi'/T=-nE/T$. Setting $J_n=0$ gives $\mu_n nE-D_n nE/T=0$, hence $D_n=\mu_nT$. Holes have $p\propto e^{-\phi/T}$, so $p'=pE/T$, and $J_p=0$ gives $D_p=\mu_pT$. These relations are then used close to equilibrium, where each band keeps a thermal distribution at temperature $T$.

Let $G$ and $R$ be the rates of pair generation and recombination per volume. In a steady state $J_p'=G-R$ and $J_n'=-(G-R)$. The sum $J_n+J_p$ is therefore independent of $x$, and the open circuit makes it zero. ∎

## Lemma 2: the field without assuming neutrality

**Lemma 2.** Let $s=n+p$. Under A1–A3,

$$E-\lambda^2E''=-\frac{(D_n-D_p)\,s'}{2\sigma},\qquad \lambda^2=\frac{\varepsilon(D_n+D_p)}{2\sigma}. \tag{3}$$

*Proof.* Adding the currents (2) and using Lemma 1,

$$0=\sigma E+D_nn'-D_pp'. \tag{4}$$

Gauss's law is $\varepsilon E'=p-n+N$. Since $N$ is uniform, one derivative gives $p'-n'=\varepsilon E''$. Combined with $p'+n'=s'$, this yields

$$n'=\tfrac12(s'-\varepsilon E''),\qquad p'=\tfrac12(s'+\varepsilon E'').$$

Therefore

$$D_nn'-D_pp'=\tfrac12(D_n-D_p)s'-\tfrac12(D_n+D_p)\varepsilon E''.$$

Insertion in (4) and division by $\sigma$ gives (3). ∎

The right side of (3) is the drive: a density gradient acting on unequal diffusivities. The term in $E''$ accounts for space charge.

## Proof of part (b)

For $\mu_n=\mu_p$ Lemma 1 gives $D_n=D_p$, and the right side of (3) vanishes. What remains is $E''=E/\lambda^2$, with $\lambda^2>0$ depending on position. Multiply by $E$ and integrate over the slab. Integration by parts on the left gives

$$\big[EE'\big]_0^L-\int_0^L E'^2\,dx=\int_0^L\frac{E^2}{\lambda^2}\,dx.$$

The bracket is zero by A4, so

$$\int_0^L\left(E'^2+\frac{E^2}{\lambda^2}\right)dx=0.$$

Neither term in the integrand can be negative, so $E=0$ everywhere and $V=\int_0^LE\,dx=0$. ∎

The densities may still be far from uniform. Electrons and holes then diffuse inward at the same rate without help from a field, and no charge separates.

## Proof of part (a)

Under A5, $n'=p'=\Delta'$, and (4) becomes

$$E=-\frac{(D_n-D_p)\Delta'}{\sigma}. \tag{5}$$

This is (3) with the term $\lambda^2E''$ dropped and $s'=2\Delta'$. If $E$ varies over a length $\ell$, the dropped term is of relative order $(\lambda/\ell)^2$.

Because $\sigma=\mu_n(n_0+\Delta)+\mu_p(p_0+\Delta)$, its derivative is $\sigma'=(\mu_n+\mu_p)\Delta'$. Replacing $\Delta'$ in (5) and using $D_n-D_p=T(\mu_n-\mu_p)$,

$$E=-T\,\frac{\mu_n-\mu_p}{\mu_n+\mu_p}\,\frac{\sigma'}{\sigma}.$$

Since $E=-\phi'$, we have $\phi(0)-\phi(L)=\int_0^LE\,dx$. The integral of $\sigma'/\sigma$ is $\ln[\sigma(L)/\sigma(0)]$, and the minus sign inverts the ratio. This is (1). ∎

If electrons are faster and the lit face is the better conductor, $V>0$: the electrons run ahead and leave the lit face positive. Only the end values of $\sigma$ enter, because the integrand is a total derivative. Absorption and recombination matter through those end values.

## Remark 1: how the field ties the two flows together

At zero total current the electron and hole particle fluxes are equal. The hole flux equals $J_p$, and with (5)

$$F=\mu_ppE-D_p\Delta'=-\Delta'\,\frac{D_p\sigma+\mu_pp(D_n-D_p)}{\sigma}=-\Delta'\,\frac{D_p\mu_nn+D_n\mu_pp}{\sigma}.$$

Writing each mobility as $D/T$ gives

$$F=-D_a\Delta',\qquad D_a=\frac{(n+p)D_nD_p}{nD_n+pD_p}. \tag{6}$$

The field retards the faster species and helps the slower one until both move with the ambipolar diffusivity $D_a$. For $n\gg p$ it reduces to $D_p$, the diffusivity of the minority carrier. For $n=p$ it is $2D_nD_p/(D_n+D_p)$.

## Remark 2: weak and strong light

Let $\sigma_d=\mu_nn_0+\mu_pp_0$ be the dark value. If $(\mu_n+\mu_p)\Delta\ll\sigma_d$, then $\ln(1+u)\approx u$ turns (1) into

$$V\approx T\,\frac{(\mu_n-\mu_p)\,[\Delta(0)-\Delta(L)]}{\sigma_d}. \tag{7}$$

The sum of mobilities has cancelled. In n-type material $\sigma_d\approx\mu_nn_0$.

If instead $\Delta$ greatly exceeds the dark densities at both faces, $\sigma\approx(\mu_n+\mu_p)\Delta$ and

$$V\approx T\,\frac{\mu_n-\mu_p}{\mu_n+\mu_p}\,\ln\frac{\Delta(0)}{\Delta(L)}. \tag{8}$$

The ratio in (8) can be found for a simple recombination law. Take midgap centres that capture both carriers with lifetime $\tau$ and are too few for their charge to matter, as A2 requires, so that $R=(np-n_i^2)/[\tau(n+p+2n_i)]$, where $n_i$ is the intrinsic density. In strong light $R\to\Delta/2\tau$. With absorbed photon flux $\Phi$ and absorption coefficient $\alpha$, the steady state obeys

$$D_a\Delta''-\frac{\Delta}{2\tau}+\Phi\alpha e^{-\alpha x}=0,\qquad D_a=\frac{2D_nD_p}{D_n+D_p}.$$

Let $\ell_a=\sqrt{2D_a\tau}$, $\alpha\ell_a>1$, and let the faces be free of recombination, so $\Delta'=0$ there. For $e^{-(\alpha-1/\ell_a)L}\ll1$, which makes the generation term negligible at the back face, the solution is

$$\Delta=C\cosh\frac{L-x}{\ell_a}-Ae^{-\alpha x},\qquad A=\frac{\Phi\alpha}{D_a(\alpha^2-\ell_a^{-2})}.$$

The condition $\Delta'(0)=0$ gives $C\sinh(L/\ell_a)=A\alpha\ell_a$. Dividing $\Delta(0)=C\cosh(L/\ell_a)-A$ by $\Delta(L)\approx C$,

$$\frac{\Delta(0)}{\Delta(L)}=\cosh\frac{L}{\ell_a}-\frac{\sinh(L/\ell_a)}{\alpha\ell_a}. \tag{9}$$

The flux has dropped out, so within this recombination model the photovoltage saturates.

## Remark 3: what an instrument reads

$V$ is an electrostatic potential difference. Contactless probes that compare the two faces sense it if light leaves the surface dipoles unchanged. A probe over the lit face alone, with the back face grounded, also picks up any change that light makes in the potential step at the back contact. A voltmeter senses the difference of Fermi levels in its two contacts.

Suppose both contacts exchange electrons freely and block holes. Each then takes up the electron quasi-Fermi level $E_{Fn}$, defined by $n\propto e^{(E_{Fn}+\phi)/T}$, or $E_{Fn}=-\phi+T\ln n+\text{const}$. The reading, front minus back, is

$$V_{\rm sel}=E_{Fn}(L)-E_{Fn}(0)=V-T\ln\frac{n(0)}{n(L)}. \tag{10}$$

The derivative $E_{Fn}'=E+Tn'/n=J_n/(\mu_nn)$ shows that $V_{\rm sel}$ is also the integral of $J_n/(\mu_nn)$. The electron current alone does not vanish, since the hole current cancels it. Hence $V_{\rm sel}$ need not vanish for equal mobilities. The theorem concerns $V$, not this reading.

Two ideal ohmic contacts that hold $\Delta=0$ at both faces behave differently. Then $\sigma(0)=\sigma(L)$ and $n(0)=n(L)$, so in the neutral limit both $V$ and the reading are zero, even for unequal mobilities.

## Worked example: lightly doped silicon

Take n-type silicon at 300 K with rough typical values $\mu_n=1400$ and $\mu_p=450$ cm²/Vs, $\varepsilon_r=11.7$ and $n_i=10^{10}$ cm⁻³. Choose $N=10^{14}$ cm⁻³, $L=300$ µm, $\tau=2$ µs, absorption length $1/\alpha=10$ µm (photons of about 1.6 eV) and $\Phi=10^{18}$ cm⁻²s⁻¹. The faces are uncharged and free of recombination.

The profile was computed from Poisson's equation, hole continuity with the recombination law above, and zero total current, without assuming neutrality. The excess densities at the ends are $\Delta(0)=4.07\times10^{14}$ and $\Delta(L)=6.76\times10^{12}$ cm⁻³. With $p_0$ negligible,

$$\frac{\sigma(0)}{\sigma(L)}=\frac{1400\times5.071+450\times4.071}{1400\times1.0676+450\times0.0676}=5.86.$$

The mobility factor is $950/1850=0.5135$ and $k_BT/e=25.85$ mV, so

$$V=25.85\times0.5135\times\ln5.86\ \text{mV}=23.5\ \text{mV},$$

or $8.62\times10^{-4}$ atomic units. The potential difference found directly from the full solution differs from (1) by about $2\times10^{-5}$ of its value or less. The finite-volume grid gives $2.7\times10^{-5}$, partly discretization error. The converged figure is $1.8\times10^{-5}$ when $\Delta$ is taken from the holes and $0.8\times10^{-5}$ when the actual $n$ and $p$ are put into $\sigma$. The length $\lambda$ is 0.33 µm in the dark and 0.13 µm at the lit face, both short beside the 10 µm absorption length.

**Mobilities.** With both mobilities set to 450 cm²/Vs and the light unchanged, the excess still falls from $4.74\times10^{14}$ to $4.44\times10^{12}$ cm⁻³. The computed $|V|$ is $2\times10^{-14}$ mV, zero to rounding. Exchanging the two mobilities gives $-30.0$ mV, not $-23.5$ mV. The doping breaks the symmetry: the majority electrons are now the slow species, so the dark background in $\sigma$ is smaller and the logarithm larger. With the old end densities (1) would give $-34.9$ mV; the rest of the change comes from the altered profile.

**Light level.** At $10^{15}$ cm⁻²s⁻¹ the full solution gives 0.0598 mV and (7) gives 0.0600 mV. At $10^{20}$ cm⁻²s⁻¹ it gives 36.5 mV, and (8) with the computed end densities gives 36.9 mV. Equation (9) predicts the strong-light value without a computed profile. From $D_n=36.19$ and $D_p=11.63$ cm²/s follow $D_a=17.6$ cm²/s and $\ell_a=\sqrt{17.6\times4\times10^{-6}}$ cm $=83.9$ µm. Then $L/\ell_a=3.575$ and $\alpha\ell_a=8.39$, so the ratio is $17.86-17.83/8.39=15.7$. Equation (8) gives $25.85\times0.5135\times\ln15.7=36.6$ mV. These strong-light values keep the mobilities fixed. In real silicon the carrier density at the lit face, above $10^{16}$ cm⁻³ here, lowers the drift mobilities through electron-hole scattering. Those reduced values should not be put into (1): at zero current with $n\approx p$ both species move at nearly the same velocity, so their mutual friction largely cancels. The absorbed power is then 25.6 W/cm², so holding the slab at 300 K in steady light would also take strong cooling.

**Contacts.** At the original light level $n(0)/n(L)=5.071/1.0676=4.75$. By (10), electron-selective contacts would read $23.5-25.85\ln4.75=-16.8$ mV, opposite in sign to $V$. For equal mobilities they would read $-44.0$ mV although the field is zero.

## Remark 4: recombining faces and the screening layer

With a recombination velocity of $10^7$ cm/s at both uncharged faces, the computed voltage drops to 0.485 mV, although the excess inside still peaks at $4.5\times10^{13}$ cm⁻³. Neutral theory gives nearly zero, and the remainder can be estimated from the screening layer.

Solve (2) for the gradients at common particle flux $F$, using $J_p=F=-J_n$:

$$n'=-\frac{F}{D_n}-\frac{nE}{T},\qquad p'=-\frac{F}{D_p}+\frac{pE}{T}.$$

Their difference is $\varepsilon E''$, so

$$E-\Lambda^2E''=E_q,\qquad \Lambda^2=\frac{\varepsilon T}{s},\qquad E_q=\frac{TF(D_n-D_p)}{sD_nD_p}. \tag{11}$$

Here $\Lambda$ is the Debye length, which equals $\lambda$ for equal mobilities. At a recombining face $F\neq0$, but A4 still requires $E=0$. With $E_q$ and $\Lambda$ roughly constant near the front, $E=E_q(1-e^{-x/\Lambda})$, and the integral of $E$ misses an amount $E_q\Lambda$.

For $n\gg p$, $\Lambda^2/\lambda^2=2\mu_n/(\mu_n+\mu_p)$, so $\Lambda=0.33\sqrt{1.51}=0.41$ µm in the dark. If all pairs returned to the front, $|F|=\Phi$ and

$$|E_q|=\frac{0.02585\times10^{18}\times24.56}{10^{14}\times36.19\times11.63}=15\ \text{V/cm}.$$

The missing voltage would be about 0.6 mV. It is positive because $F$ and $E_q$ point toward the front. Some pairs recombine elsewhere: the flux at the front is $0.85\Phi$, which lowers the estimate to 0.52 mV, and the neutral part adds 0.015 mV. The remaining gap of about 0.05 mV to the computed value grows roughly as $\Lambda^2$ and is a higher-order term that constant $E_q$ and $\Lambda$ leave out. At faces without recombination $F=0$, so this first-order correction is absent.

## Remark 5: surface charge and other departures

Of the departures estimated here, surface charge, which A4 excludes, matters most. A surface charge $\Sigma$ at the front changes the boundary condition to $E(0)=\Sigma/\varepsilon$, and the bracket in the proof of part (b) no longer vanishes. For equal mobilities and a charge small enough that the potential drop stays well below $k_BT/e$, $E\approx(\Sigma/\varepsilon)e^{-x/\Lambda}$, giving a potential drop $\Sigma\Lambda/\varepsilon$. Light raises $s$, shortens $\Lambda$ and reduces this drop. The change is itself a photovoltage, and it does not depend on a difference of mobilities.

For $-10^{10}$ elementary charges per cm² on the lit face, which in the dark is outside this linear range, the full solution gives $-102.7$ mV in the dark and $+2.8$ mV under light. The photovoltage is therefore 105.5 mV instead of 23.5 mV. With equal mobilities it is still 83.4 mV. The sign matters: for $+10^{10}$ charges per cm² the values are $+45.2$ mV in the dark and $+43.6$ mV under light, a photovoltage of $-1.6$ mV, or $-26.3$ mV with equal mobilities.

The silicon parameters are rough, and the 2 µs lifetime is short for good lightly doped wafers. A longer lifetime flattens the profile: $V$ falls to 6.7 mV for 20 µs and to 0.16 mV for 1 ms. In this example $10^{10}$ charges per cm² on the lit face already outweigh the Dember voltage if negative and cancel it if positive, so a contactless photovoltage on such a wafer cannot be assigned to the Dember effect without knowledge of the surface.

Other neglected effects are smaller for these numbers:

- A 10 % doping difference across the slab sets a potential scale of 2.5 mV, since light can partly flatten the built-in potential.
- An electron mobility lower by 10 %, with the end densities held fixed, changes $V$ by $-1.6$ mV.
- The absorbed 0.256 W/cm², if all conducted through the slab, gives a temperature drop of 5 mK. With a rough Seebeck coefficient of 1 mV/K this is about 0.005 mV.
- Degeneracy changes $D_n/\mu_n$ at the lit face by a relative $6\times10^{-6}$. The Auger rate times the lifetime is about $2\times10^{-7}$.
- With uncharged faces free of recombination the largest field, 1.4 V/cm, is about $5\times10^{-6}$ of a rough breakdown field of 0.3 MV/cm. The surface charge above raises the field at the face to 1.5 kV/cm, still only $5\times10^{-3}$ of it, so breakdown and field-driven tunnelling play no part.

The numerical output below lists the computed values quoted in this remark.

## Calculated quantities

```
temperature 300 K; kT/e 25.852 mV
mobilities n, p: 1400, 450 cm2/Vs
diffusivities n, p: 36.19, 11.63 cm2/s
doping 1.0e+14, intrinsic density 1.0e+10 cm^-3
relative permittivity 11.7; lifetime 2.0 us
thickness 300 um
absorption length 10 um
absorbed photon flux 1.0e+18 cm^-2 s^-1
photon energy 1.6 eV; power 0.256 W/cm2
excess density front 4.0706e+14 cm^-3
excess density back 6.7648e+12 cm^-3
conductivity ratio front/back 5.8556
mobility factor 0.5135
Dember voltage, full solution 23.462 mV
Dember voltage, formula 23.463 mV
relative difference 2.7e-05
formula voltage in atomic units 8.622e-04
non-monotonic profile, same ends 23.463 mV
exchanged mobilities, full solution -30.021 mV
exchanged mobilities, formula -30.022 mV
equal mobilities (both 450 cm2/Vs): |V| 2.1e-14 mV
equal case excess front 4.739e+14 cm^-3
equal case excess back 4.443e+12 cm^-3
weak light 1e+15 cm^-2 s^-1: V 0.05984 mV
weak-light limit formula 0.06000 mV
strong light 1e+20 cm^-2 s^-1: V 36.532 mV
strong-light limit formula 36.883 mV
ambipolar D near 100 um, solution 15.262 cm2/s
ambipolar D near 100 um, formula 15.261 cm2/s
screening length lambda, dark 0.332 um
screening length lambda, lit front 0.132 um
electron-selective contacts read -16.815 mV
same from current integral -16.815 mV
same contacts, equal mobilities -44.049 mV
recombining faces (1e7 cm/s): V 0.485 mV
recombining faces, peak excess 4.53e+13 cm^-3
surface charge -1e+10 e/cm2: dark V -102.69 mV
surface charge: lit V 2.80 mV
surface charge: photovoltage 105.49 mV
same, equal mobilities 83.38 mV
10% doping difference, potential scale 2.46 mV
shift for 10% lower electron mobility -1.57 mV
temperature drop bound 5.13 mK
thermoelectric voltage size 0.0051 mV
degeneracy correction to D/mu 6.4e-06 (relative)
Auger rate times lifetime 2.1e-07
largest field 1.369 V/cm
depth of largest field 43.5 um
field / rough breakdown field 0.3 MV/cm 4.6e-06
```
